# Linear Fall of a Grain's Transition Temperature with Inverse Diameter

## Transition temperature of a small spherical grain

Suppose that the bulk transition temperature of an oxide is used to decide which phase a 10 nm grain should adopt during an anneal. If the bulk transition lies at 2000 K and the anneal is at 800 K, the answer seems safe: the low-temperature phase, by a margin of 1200 K. For the parameters used below, that answer is wrong. The surface energy moves the transition of this grain down to 740 K, and the high-temperature phase is the stable one at 800 K. Hafnia grains in memory capacitors have this size, so their phase balance cannot be read from bulk data.

### The model

Call the low-temperature phase L and the high-temperature phase H. All differences are taken as H minus L, per formula unit. The assumptions are:

- The grain is a free sphere of diameter $d$ at constant, negligible external pressure. It holds a fixed number $N$ of formula units of fixed composition.
- The whole grain is either L or H. A grain divided between the phases, with an internal interface, is not considered.
- The transformation enthalpy $h>0$ and entropy $s>0$ are independent of temperature.
- The volume $v$ per formula unit is the same in both phases. This is relaxed later.
- The surface energies $\gamma_L$ and $\gamma_H$, understood as free energies per area, do not depend on temperature, size or crystal facet.

The surface-energy difference is defined with the opposite order, so that it is positive in the case of interest:

$$\Delta\gamma=\gamma_L-\gamma_H>0. \tag{1}$$

In the bulk, the Gibbs energy difference is

$$g_H-g_L=h-Ts. \tag{2}$$

It vanishes at

$$T_b=\frac{h}{s}. \tag{3}$$

Because $s>0$, expression (2) is negative above $T_b$, where H is stable, and positive below it, where L is stable.

### Surface energy per formula unit

The sphere has area $A=\pi d^2$ and volume $\pi d^3/6$. The number of formula units is the volume divided by $v$:

$$N=\frac{\pi d^3}{6v}. \tag{4}$$

The area belonging to one formula unit is therefore

$$\frac{A}{N}=\pi d^2\,\frac{6v}{\pi d^3}=\frac{6v}{d}. \tag{5}$$

This is where the inverse diameter enters: the bulk energy grows as $d^3$ and the surface energy as $d^2$.

The Gibbs energy of the grain in phase $i$ is $G_i=Ng_i+\gamma_iA$. Subtracting L from H and dividing by $N$ gives

$$\Delta g=\frac{G_H-G_L}{N}=(g_H-g_L)+(\gamma_H-\gamma_L)\frac{A}{N}. \tag{6}$$

Equation (1) gives $\gamma_H-\gamma_L=-\Delta\gamma$. With (2) and (5),

$$\Delta g(T,d)=h-Ts-\frac{6v\,\Delta\gamma}{d}. \tag{7}$$

The last term is negative: the surface favours H, more strongly in a smaller grain.

### The linear law

The transition temperature $T(d)$ is the temperature at which the two grains have equal Gibbs energy. Setting (7) to zero gives $Ts=h-6v\Delta\gamma/d$. Division by $s$ then yields

$$T(d)=T_b-\frac{6v\,\Delta\gamma}{s}\,\frac1d. \tag{8}$$

Every factor multiplying $1/d$ is constant, so the graph of $T$ against $1/d$ is a straight line. Its slope is negative because $v$, $\Delta\gamma$ and $s$ are positive. This is the result to be shown.

The root is unique, since $\partial\Delta g/\partial T=-s$ never changes sign. The same derivative shows that H is stable above $T(d)$ and L below it, as in the bulk.

Taking $T_b=h/s$ out of (8) gives

$$T(d)=T_b\left(1-\frac{d_0}{d}\right),\qquad d_0=\frac{6v\,\Delta\gamma}{h}. \tag{9}$$

For $d\gg d_0$ the bulk value returns. At $d=d_0$ the surface term equals the whole transformation enthalpy and the line reaches zero temperature. For $d<d_0$ equation (8) gives a negative temperature, which means that in this model H is stable at every positive temperature and there is no transition.

If the surface energies are equal, the transition does not move, provided that the formula volumes are equal too, as assumed here. If H has the higher surface energy, $\Delta\gamma$ is negative and (8) gives a transition temperature that rises with $1/d$. At equal formula volumes, a small size alone therefore does not favour the high-temperature phase; the sign of the surface-energy difference decides.

The law is linear in $1/d$ but not in $d$. Differentiating (8) with respect to $d$ gives

$$\frac{dT}{dd}=\frac{6v\,\Delta\gamma}{s\,d^2}, \tag{10}$$

so a given spread of diameters matters most among the smallest grains.

### Critical diameter and heat of transformation

In an experiment the temperature is often fixed while the grain size varies. For $T<T_b$, equation (9) gives $d_0/d=1-T/T_b$, and hence

$$d_c(T)=\frac{d_0}{1-T/T_b}. \tag{11}$$

Grains smaller than $d_c$ are stable as H, and larger ones as L. The critical diameter grows on heating and diverges at $T_b$, where even a very large grain is at the point of transformation.

The surface also changes the heat absorbed. Since the surface energies are independent of temperature, they carry no entropy, and the entropy change remains $s$ per formula unit. The heat absorbed at the transition is

$$T(d)\,s=h-\frac{6v\,\Delta\gamma}{d}. \tag{12}$$

Part of the enthalpy needed to form H is supplied by the fall in surface energy, so a small grain absorbs less heat.

### Why constant enthalpy and entropy matter

Let the bulk quantities now depend on temperature. At constant pressure $dh/dT=T\,ds/dT$, because both sides equal the heat-capacity difference. Therefore

$$\frac{d}{dT}\left[h(T)-Ts(T)\right]=T\frac{ds}{dT}-s-T\frac{ds}{dT}=-s(T). \tag{13}$$

Write $u=1/d$. Along the transition line, $h(T)-Ts(T)-6v\Delta\gamma\,u=0$. Its differential is $-s(T)\,dT-6v\Delta\gamma\,du=0$, so

$$\frac{dT}{d(1/d)}=-\frac{6v\,\Delta\gamma}{s(T)}. \tag{14}$$

The temperature still falls with $1/d$ as long as $s(T)>0$, but the slope is constant only where $s(T)$ is.

Harmonic vibrations show when this holds. Let each formula unit have nine oscillators, three for each of three atoms, with one characteristic temperature per phase, $\theta_L$ or $\theta_H$. The classical free energy of an oscillator is $k_BT\ln(\theta/T)$. In the difference between the phases $\ln T$ cancels:

$$9k_BT\ln\frac{\theta_H}{\theta_L}=-Ts,\qquad s=9k_B\ln\frac{\theta_L}{\theta_H}. \tag{15}$$

Softer vibrations in H thus give a constant positive entropy difference, and the difference in static energy supplies a constant $h$.

The quantum free energy of an oscillator is instead

$$f(\theta,T)=\frac{k_B\theta}{2}+k_BT\ln\left(1-e^{-\theta/T}\right). \tag{16}$$

For $T\ll\theta$ the exponential vanishes and both phases lose their vibrational entropy. Then $s(T)\to0$, and by (14) the line bends steeply downwards. The straight line's approach to zero temperature is therefore an extrapolation beyond the regime of constant $s$.

### Phases of different density

Let the formula volumes be $v_L$ and $v_H$, and let $d$ be the diameter in phase L. The number of units is conserved, so $N=\pi d^3/(6v_L)$ in both phases. The diameter in phase H is $d(v_H/v_L)^{1/3}$, and its area is $\pi d^2(v_H/v_L)^{2/3}$. Repeating the step from (6) to (7) gives the surface term

$$-\frac{6v_L}{d}\,\Delta\gamma_{\rm eff},\qquad \Delta\gamma_{\rm eff}=\gamma_L-\gamma_H\left(\frac{v_H}{v_L}\right)^{2/3}. \tag{17}$$

The law remains linear, with $v\Delta\gamma$ replaced by $v_L\Delta\gamma_{\rm eff}$. The condition for a falling line is now $\Delta\gamma_{\rm eff}>0$. If H is the denser phase, its smaller area helps it further, and the transition falls with $1/d$ even when the two surface energies are equal.

### A 10 nm grain in the regime of hafnia

Take L as monoclinic and H as tetragonal hafnia, with rough, round parameters: $h=0.100$ eV, $s=5.00\times10^{-5}$ eV/K, $v=0.035$ nm³, $\gamma_L=10.0$ eV/nm² and $\gamma_H=7.0$ eV/nm². The difference $\Delta\gamma=3.0$ eV/nm² corresponds to 0.48 J/m². From (3),

$$T_b=\frac{0.100}{5.00\times10^{-5}}\ {\rm K}=2000\ {\rm K}. \tag{18}$$

At 10 nm the surface term is $6(0.035)(3.0)/10=0.063$ eV, more than half of $h$. Equation (8) gives

$$T(10\ {\rm nm})=\frac{0.100-0.063}{5.00\times10^{-5}}\ {\rm K}=740\ {\rm K}, \tag{19}$$

or 467 °C. By (12), the heat absorbed per formula unit falls from 0.100 to 0.037 eV.

The slope magnitude is 12600 K nm, and $d_0=6.30$ nm. The transition lies at 1748 K for 50 nm, 1370 K for 20 nm and 425 K for 8 nm. At 10 nm the sensitivity (10) is 126 K/nm, so grains that differ by a few tenths of a nanometre differ by tens of kelvin.

Equation (11) gives $d_c=10.5$ nm at an 800 K anneal and 7.4 nm at 300 K. The 10 nm grain is thus stable as H during the anneal and as L at room temperature. Whether it transforms on cooling depends on a barrier that this equilibrium calculation does not contain. The numerical output lists the remaining values.

### How far the neglected effects move the result

An extra energy $\delta$ added to $\Delta g$ at fixed $d$ changes the balance to $h+\delta-Ts-6v\Delta\gamma/d=0$. If $\delta$ is independent of temperature, the shift is

$$\delta T=\frac{\delta}{s}. \tag{20}$$

All shifts below are relative to 740 K for the 10 nm grain, with one effect changed at a time.

**Density.** With $v_H=0.034$ nm³, equation (17) gives $\Delta\gamma_{\rm eff}=3.134$ eV/nm² and a shift of −56 K. This shift is proportional to $\gamma_H$ itself, not to $\Delta\gamma$: at the same $\Delta\gamma$, $\gamma_H=17$ eV/nm² (2.7 J/m²) gives −137 K.

**Quantum vibrations.** Take $\theta_L=500$ K and $\theta_H=468.78$ K, which satisfy (15), and keep the bulk transition at 2000 K. The entropy difference is then 0.995 of its classical value at 2000 K, 0.965 at 740 K and 0.81 at 300 K. The shift at 10 nm is only −17 K, but the critical diameter near absolute zero is 7.13 nm instead of 6.30 nm. The linear law assigns a 7 nm grain a transition at 200 K; with these oscillator temperatures the quantum model gives it none. Equation (15) fixes only the ratio $\theta_L/\theta_H$, so these figures depend on the chosen scale. At the same ratio, $\theta_L=300$ K gives −6 K and 6.78 nm, so that a 7 nm grain keeps a transition, and $\theta_L=800$ K gives −46 K and 7.69 nm.

**Surface energies.** Let $\Delta\gamma$ equal 3.0 eV/nm² at 300 K and fall on heating at the assumed rate $5\times10^{-4}$ eV/(nm² K). The transition moves up by 117 K; if the difference rises at that rate, it moves down by 76 K. Such a dependence also bends the line. A curvature correction $\Delta\gamma(1-4\ell/d)$ with an assumed length $\ell=0.1$ nm weakens the surface term by 4 percent and raises the transition by 50 K.

**Surface stress.** Set the surface stress equal to $\gamma$. For a small volume strain $e$, the area changes by the factor $1+2e/3$, so the surface energy per unit changes by $(6v\gamma/d)(2e/3)=Pve$, with $P=4\gamma/d$. Adding the elastic energy $Kve^2/2$ and minimizing gives $e=-P/K$ and an energy $-P^2v/(2K)$. For a bulk modulus $K=200$ GPa in both phases, L relaxes more than H, and the transition rises by 2 K. In a solid the surface stress need not equal $\gamma$; stresses of 30 eV/nm² in one phase and 15 eV/nm² in the other would move the transition by 30 K, upwards if L has the larger stress and downwards if H has.

**Electric field.** At fixed voltage, and with the same field $E$ in either phase, a relative permittivity larger by $\Delta\varepsilon$ in H contributes $\delta=-\varepsilon_0\Delta\varepsilon E^2v/2$. For $\Delta\varepsilon=20$ and $E=2$ MV/cm the shift is −15 K. This applies to a grain spanning the electrodes; a free sphere in vacuum screens an applied field of this size, and for relative permittivities of 20 and 40 it shifts by only about −0.15 K.

**Finite size of the system.** If the grain can pass freely between the phases, their probabilities have the ratio $p_H/p_L=\exp(-N\Delta g/k_BT)$. Near the transition $\Delta g=-s[T-T(d)]$. Going from $p_H=0.1$ to 0.9 changes the logarithm of the ratio by $2\ln9$, so the width is about $2\ln9\,k_BT(d)/(Ns)$. With $N=14960$ this is 0.4 K, and the transition is still sharp.

An upward shift of more than 60 K would carry the transition past the anneal temperature and make L stable there. The surface-energy difference that falls on heating gives such a shift, 117 K, when taken alone; together with the density change it leaves the transition near 785 K, just below the anneal. The margin is also closed by a change of about 5 percent in the inputs: $h=0.105$ eV at fixed $T_b$, or $\Delta\gamma=2.86$ eV/nm², puts the transition at about 800 K. With these inputs the model therefore gives a large reduction from 2000 K, but it does not settle the stable phase of a real 10 nm grain at 800 K.

### Grains in a real capacitor

The chosen bulk transition, grain size and field are of the right order for hafnia and its memory capacitors. The surface-energy difference is much less certain, because it depends on facets, adsorbates and neighbouring materials. Real films also break the assumption of a free grain. In a film, interfaces with electrodes and other grains replace free surfaces. Halving $\Delta\gamma$ has the same effect in (8) as doubling $d$, and would put the 10 nm transition at 1370 K. Neighbours also resist the change of shape. Fully rigid surroundings would impose a volume-strain energy $K(\Delta v/v)^2v/2=0.018$ eV for the strain of 2.9 percent, equivalent to 357 K. If the grain crystallized as H, this penalty falls on L and lowers the transition; if it crystallized as L, the penalty falls on H and raises it. A wholly unrelieved shear of 0.16, with a shear modulus of 80 GPa, would cost 0.22 eV, more than twice $h$. Placed on L, that energy makes $\Delta g$ negative at every temperature and removes the transition. Twinning can relieve much of the shear, so these rigid-limit energies are not predictions for a film; they show that confinement can outweigh the free-grain law.

Dopants change $h$, $s$ and the surface energies. The ferroelectric memory effect, moreover, belongs to a polar orthorhombic phase that is absent from this two-phase comparison. Equation (8) describes the competition between the monoclinic and tetragonal phases of a free grain; it does not predict whether a film is ferroelectric.

## Numbers as computed

```
Enthalpy difference h: 0.100 eV per formula unit
Entropy difference s: 5.00e-05 eV/K per formula unit
Formula volume v: 0.035 nm^3
Surface energy, low phase: 10.0 eV/nm^2
Surface energy, high phase: 7.0 eV/nm^2
Surface energy difference: 3.0 eV/nm^2
  the same difference: 0.481 J/m^2
Bulk transition temperature: 2000 K
Slope magnitude against 1/d: 12600 K nm
Zero-temperature intercept d0: 6.30 nm
Transition temperature at d = 7 nm: 200.0 K
Transition temperature at d = 8 nm: 425.0 K
Transition temperature at d = 10 nm: 740.0 K
Transition temperature at d = 15 nm: 1160.0 K
Transition temperature at d = 20 nm: 1370.0 K
Transition temperature at d = 50 nm: 1748.0 K
  10 nm result converted: 467 C
Surface term at 10 nm: 0.0630 eV
Sensitivity at 10 nm: 126.0 K/nm
Critical diameter at 300 K: 7.41 nm
Critical diameter at 800 K: 10.50 nm
Neglected effects at d = 10 nm (temperature shifts):
High-phase formula volume: 0.034 nm^3
Effective surface difference: 3.134 eV/nm^2
Volume change: -56.3 K
Oscillator temperature, low phase: 500 K
Oscillator temperature, high phase: 468.8 K
Quantum vibrations: -17.1 K
Quantum entropy / s at 2000 K: 0.995
Quantum entropy / s at 740 K: 0.965
Quantum entropy / s at 300 K: 0.808
Quantum critical diameter at 300 K: 7.65 nm
Quantum critical diameter near 0 K: 7.13 nm
Surface difference rate: 5.0e-04 eV/(nm^2 K)
Difference falling with T: +117.0 K
Difference rising with T: -76.4 K
Curvature length: 0.1 nm
Curvature correction: +50.4 K
Bulk modulus: 200 GPa
Surface pressure, low phase: 0.64 GPa
Elastic relaxation: +2.3 K
Electric field: 2.0 MV/cm
Relative permittivity excess: 20
Field effect: -15.5 K
Formula units in grain: 14960
Thermal rounding, 10-90 percent: 0.37 K
Volume strain magnitude: 2.86 percent
Rigid volume clamping: 0.0178 eV per unit
  equivalent shift magnitude: 357 K
Shear modulus: 80 GPa; shear: 0.16
Unrelieved shear energy: 0.224 eV per unit
Shear energy / enthalpy h: 2.24
```
